# Crystal nuclei spanning a thin film: barrier and forbidden thickness

A phase-change memory cell stores a bit as the amorphous or crystalline state of a small volume, and heating the amorphous state makes it crystallize. If the active layer is a film a few nanometres thick, a crystal nucleus can reach from one cladding to the other. It then replaces two amorphous/cladding interfaces by crystal/cladding interfaces. If the new interfaces cost more, the cost per film area stays fixed while the gain from crystallizing shrinks with the thickness. How does this alter the nucleation barrier, and is there a thickness below which no crystal can pay for itself?

## The simplest case: claddings that do not care

Let the film have uniform thickness $d$ and lie between rigid, flat claddings. Let $g>0$ be the free energy released per volume on crystallizing, and $s>0$ the energy per area of the crystal/amorphous interface. Both are taken as isotropic, interfaces as sharp, and strain as absent. The algebra may be read in atomic units, with temperature measured as an energy; no fundamental constant appears in it.

Suppose first that crystal and amorphous material have the same interface energy with each cladding. A cylinder of radius $r$ spanning the film has volume $\pi r^2d$ and side area $2\pi rd$, so

$$\Delta G(r)=2\pi r d\,s-\pi r^2 d\,g .$$

Setting $d\Delta G/dr=2\pi d(s-rg)=0$ gives $r^*=s/g$ and the barrier $\Delta G^*=\pi s^2d/g$. This barrier falls steadily to zero as the film is thinned. It is the relevant one only for thin films: a hemisphere of radius $2s/g$ on one cladding costs $8\pi s^3/(3g^2)$ and is lower once $d>8s/(3g)$. Neutral claddings therefore forbid nothing.

## Claddings that distinguish the phases

Let $\gamma^{\rm cr}_i$ and $\gamma^{\rm am}_i$ be the interface energies of crystal and amorphous material with cladding $i$, bottom or top. Only their differences matter:

$$c_i=\gamma^{\rm cr}_i-\gamma^{\rm am}_i,\qquad C=c_{\rm b}+c_{\rm t}.$$

Before nucleation the two end discs cost $\pi r^2(\gamma^{\rm am}_{\rm b}+\gamma^{\rm am}_{\rm t})$. Afterwards they cost $\pi r^2(\gamma^{\rm cr}_{\rm b}+\gamma^{\rm cr}_{\rm t})$. The difference, $\pi r^2C$, is added to the previous energy:

$$\Delta G(r)=2\pi r d\,s-\pi r^2(gd-C).$$

The bracket is the net gain per film area. If $gd>C$, the derivative $2\pi ds-2\pi r(gd-C)$ vanishes at

$$r^*=\frac{sd}{gd-C}.$$

Since $(gd-C)r^*=sd$, the second term of $\Delta G$ is then $-\pi r^*sd$, half the size of the first, and

$$\Delta G^*=\pi r^*sd=\frac{\pi s^2d^2}{gd-C}.$$

If $gd\le C$, both terms of $\Delta G$ are non-negative and the first is positive. The energy rises with $r$ without limit, and there is no critical radius.

For $C=0$ the neutral result returns. For $C<0$ the claddings favour the crystal, and the barrier is lower than the neutral one at every thickness. For $C>0$ the barrier is no longer monotonic in $d$:

$$\frac{d\Delta G^*}{dd}=\pi s^2\,\frac{2d(gd-C)-gd^2}{(gd-C)^2}=\pi s^2\,\frac{d(gd-2C)}{(gd-C)^2}.$$

It falls from infinity at $d=C/g$ to a minimum at $d=2C/g$, where $gd-C=C$ and

$$\Delta G^*_{\min}=\frac{4\pi s^2C}{g^2}.$$

Beyond this it rises, because the side wall becomes taller. The rise belongs to the cylinder route only; in thick films a nucleus touching one cladding or neither, treated below, sets a ceiling that does not depend on $d$.

## Does another shape escape the threshold?

So far $d=C/g$ is a threshold for cylinders. A nucleus of another shape might touch one cladding or neither, so the claim needs an argument free of shape.

Project a nucleus of finite extent onto the film plane, and let $A$ be the projected area. Above each projected point, a vertical line passes through a total crystal length $h\le d$. Its uppermost crystal end lies either at the top cladding, costing $c_{\rm t}$ per projected area, or at a crystal/amorphous interface. A tilted interface has more area than its projection, so the second possibility costs at least $s$. The upper end thus costs at least $\min(c_{\rm t},s)$, and the lower end at least $\min(c_{\rm b},s)$. Any further interfaces along the line add positive energy. Integrating over the projection,

$$\Delta G\ge\int\Big[\sum_i\min(c_i,s)-gh\Big]dA\ \ge\ A\Big[\sum_i\min(c_i,s)-gd\Big].$$

When the sum is positive, no nucleus can lower the free energy if

$$d\le d_{\min}=\frac{\min(c_{\rm b},s)+\min(c_{\rm t},s)}{g}.$$

At equality the energy is still positive: either some columns have $h<d$, or all are full and a vertical side wall remains to be paid for.

In a laterally unbounded film the threshold is also sharp. For $d>d_{\min}$ take a wide drum of radius $R$. Where $c_i\le s$, let it touch the cladding; where $c_i>s$, leave a very thin amorphous skin, so that this face costs $s$. Its gain grows as $R^2$ and its side wall costs only an amount proportional to $R$, so a wide enough drum has negative energy. If the sum of minima is zero or negative, the same drum works at any thickness, and no thickness is forbidden.

For $c_i\le s$ at both claddings, $d_{\min}=C/g$, as the cylinder suggested. The other limit shows why the minimum is needed. With $c_{\rm b}=c_{\rm t}=2s$, cylinders touching both claddings are excluded up to $4s/g$, but skinned drums become favourable above $2s/g$. That value is the largest threshold any pair of claddings can give. It equals the radius of the critical sphere in bulk: from $\Delta G=4\pi R^2s-\tfrac43\pi R^3g$, stationarity gives $R=2s/g$, with barrier $16\pi s^3/(3g^2)$.

## Temperature

Let $L$ be the latent heat per volume and $T_m$ the melting temperature. Treat the amorphous phase as the undercooled liquid and give both phases equal heat capacities. The enthalpy difference is then $L$ and the entropy difference $L/T_m$ at every temperature, so

$$g=L-T\frac{L}{T_m}=L\left(1-\frac{T}{T_m}\right).$$

With $C$ positive, independent of temperature, and $c_i\le s$, the condition $gd=C$ gives the temperature above which a film of thickness $d>C/L$ cannot crystallize:

$$T_d=T_m\left(1-\frac{C}{Ld}\right).$$

For $d\to\infty$ this returns $T_m$. Cooling increases $g$ and therefore lowers $d_{\min}$: the thermodynamic prohibition is weakest when the film is cold.

## Letting the side wall bend

The threshold holds for all shapes, but the barrier was found for a straight wall. To see whether that wall is in equilibrium, take equal claddings, $c_{\rm b}=c_{\rm t}=c$, with $m=c/s$ between 0 and 1. Measure $z$ from mid-film and let the wall be $r(z)$:

$$G=\int_{-d/2}^{d/2}\left[2\pi s\,r\sqrt{1+r'^2}-\pi g r^2\right]dz+\pi c\left[r(-\tfrac d2)^2+r(\tfrac d2)^2\right].$$

Change $r$ by a small $\eta(z)$ and integrate the term in $\eta'$ by parts. At the upper cladding the terms in $\eta$ are $2\pi r\eta\,[s\,r'/\sqrt{1+r'^2}+c]$. Writing $r'=-\tan\psi$, their vanishing requires

$$\sin\psi=m .$$

A straight wall, $\psi=0$, satisfies this only for $c=0$. With $c>0$ the nucleus draws in its contact discs and bulges at mid-film. In the interior, stationarity gives

$$s\left[\sqrt{1+r'^2}-\frac{d}{dz}\frac{rr'}{\sqrt{1+r'^2}}\right]=gr .$$

The derivative equals $r'^2/\sqrt{1+r'^2}+rr''/(1+r'^2)^{3/2}$. Dividing by $sr$ and using $\psi$,

$$\frac{\cos\psi}{r}+\cos\psi\,\frac{d\psi}{dz}=\frac gs :$$

the two principal curvatures add up to $g/s$.

Two limits can be solved by hand. For a very wide nucleus the first term vanishes and the wall is a circular arc of radius $s/g$. It reaches the required tilt at $d/2=ms/g$, or $d=2c/g$, which is again $d_{\min}$.

The second limit is a sphere of radius $R=2s/g$, whose curvatures are each $1/R$. There $z=R\sin\psi$, so the claddings cut it correctly when $d=2mR=4c/g=2d_{\min}$, the thickness of the lowest cylinder barrier. Its side area is $2\pi Rd=4\pi R^2m$, its two contact discs have total area $2\pi R^2(1-m^2)$, and its volume is $2\pi R^3(m-m^3/3)$. With $c=ms$ and $gR=2s$,

$$G=\pi sR^2\left[4m+2m(1-m^2)-4\left(m-\frac{m^3}{3}\right)\right]=2\pi sR^2m\left(1-\frac{m^2}{3}\right).$$

The cylinder value at this thickness is $4\pi s^2(2c)/g^2=2\pi sR^2m$. Bending thus lowers the energy by the fraction $m^2/3$.

Both energies are upper bounds on the lowest nucleation barrier, since the highest point of any continuous path from amorphous to crystal is such a bound. For cylinders the path is growth in $r$. For the bent nucleus, scale its profile to $q\,r(z)$, with $q$ rising from zero. Collecting the terms proportional to $q^2$ in a constant $K$,

$$G(q)=2\pi s\int qr\sqrt{1+q^2r'^2}\,dz-q^2K,$$

$$\frac{1}{q}\frac{dG}{dq}=2\pi s\int r\left[\sqrt{q^{-2}+r'^2}+\frac{r'^2}{\sqrt{q^{-2}+r'^2}}\right]dz-2K .$$

With $x=1/q$, the square bracket has derivative $x^3/(x^2+r'^2)^{3/2}>0$ in $x$, so it decreases with $q$. The right side vanishes at $q=1$, where the shape is stationary. Hence $G$ rises before $q=1$ and falls afterwards, eventually below zero. The bent nucleus is the top of this path.

In a thicker film a cap on one cladding competes. It is part of the same sphere, with its centre at height $mR$ to satisfy the edge condition. Its side area is $2\pi R^2(1+m)$, its contact area $\pi R^2(1-m^2)$ and its volume $\pi R^3(\tfrac23+m-\tfrac{m^3}{3})$. The same substitutions give

$$G_{\rm cap}=\pi sR^2\left(\frac23+m-\frac{m^3}{3}\right)=\frac{16\pi s^3}{3g^2}\,\frac{2+3m-m^3}{4}.$$

It fits once $d\ge R(1+m)$.

## Numbers for a phase-change film

Take rough values in the regime of a Ge-Sb-Te film: $L=3.6$ eV/nm³, $T_m=900$ K and $s=0.40$ eV/nm². The cladding change $c=0.25$ eV/nm² on each side is assumed, so $C=0.50$ eV/nm² and $m=0.625$. At 700 K,

$$g=3.6\left(1-\frac{700}{900}\right)=0.80\ \text{eV/nm}^3,\qquad d_{\min}=\frac{0.50}{0.80}=0.625\ \text{nm}=6.25\ \text{Å}.$$

In a laterally unbounded film, no choice of cladding could raise this above $2s/g=1.0$ nm at the same $s$ and temperature. A finite cell limits the width of the drum: for a cell of radius 5 nm whose side wall costs $s$, a straight drum filling it lowers the energy only above 0.78 nm, or above 1.25 nm if $c=s$; a rounded edge brings these down to about 0.77 and 1.2 nm.

For $d=1.5$ nm the net gain is $0.80\times1.5-0.50=0.70$ eV/nm². Then

$$r^*=\frac{0.40\times1.5}{0.70}=0.86\ \text{nm},\qquad \Delta G^*=\frac{\pi(0.40)^2(1.5)^2}{0.70}=1.62\ \text{eV},$$

or 27 times the thermal energy of 0.0603 eV. With the linear $g(T)$ and no strain, this film cannot crystallize above $T_d=817$ K; the in-plane strain estimated below would lower this to 787 K.

With everything else fixed, thinning to 1.25 nm brings the cylinder barrier to its minimum of 1.57 eV. At 0.80 nm it is 2.30 eV, and at 0.65 nm it is 10.6 eV with a critical radius of 13 nm. Such a film is allowed to crystallize, but this route is practically closed. At 0.50 nm, below the threshold, a cylinder of radius 1 nm costs 1.57 eV and one of radius 5 nm costs 14.1 eV.

For the bent wall at 1.5 nm, the curvature equation was integrated numerically from $\psi=0$, adjusting the mid-film radius until $\sin\psi=m$ at the cladding. The radius is 0.88 nm at mid-film and 0.61 nm at the claddings. The energy is 1.40 eV, 13% below the cylinder's. The cap would have a barrier of 1.52 eV, but its height of 1.625 nm does not fit.

## What the model leaves out

**Strain.** If the crystal has an in-plane misfit $\epsilon$ that does not relax while its thickness adjusts freely, the stress $M\epsilon$ does work in two directions and stores $\int_0^\epsilon2M\epsilon'd\epsilon'=M\epsilon^2$ per volume. Rough values $M=300$ eV/nm³ and $\epsilon=0.02$ give 0.12 eV/nm³, to be subtracted from $g$. Then $d_{\min}$ rises to 0.74 nm and the cylinder barrier to 2.17 eV. Flow of the amorphous material would reduce this effect. Claddings that also clamp the thickness would increase it: for an isotropic misfit and a Poisson ratio of 0.2 to 0.3 the stored energy is 0.24 to 0.32 eV/nm³ and $d_{\min}$ is 0.89 to 1.03 nm.

**Heat capacity.** If the amorphous phase has a larger heat capacity by $\Delta$ per volume, the entropy difference is $L/T_m-\Delta\ln(T_m/T)$. Integrating it from $T$ to $T_m$ gives

$$g=L\left(1-\frac T{T_m}\right)-\Delta\left[T_m-T-T\ln\frac{T_m}{T}\right].$$

An assumed $0.5k_B$ per atom, at roughly 30 atoms per nm³, lowers $g$ to 0.77 eV/nm³ and raises $d_{\min}$ to 0.65 nm. This is probably a low value: bringing the enthalpy difference down from $L$ to a heat of crystallization of roughly 40 meV per atom near 430 K takes about $2k_B$ per atom, which gives $g=0.68$ eV/nm³, $d_{\min}=0.74$ nm and a cylinder barrier of about 2.2 eV. The estimate is rough, since a heat measured near 430 K refers to the metastable crystal while $L$ and $T_m$ belong to the stable one; values from 30 to 60 meV per atom give $g$ between 0.66 and 0.71 eV/nm³.

**Curvature.** Replacing $s$ by $s(1-\delta/r)$ on the cylinder wall adds $-2\pi ds\delta$, which is independent of $r$. The critical radius is unchanged; for an assumed $\delta=0.05$ nm the barrier falls by 0.19 eV. The form holds only for $r\gg\delta$; for $r<\delta$ it would make the wall energy negative.

**Real films.** The 1.5 nm example was chosen thin to make the cladding term visible. Ge-Sb-Te can crystallize first into a metastable phase, whose driving force is smaller than that of the stable crystal; at unchanged interface energies this would raise $d_{\min}$. The most serious broken assumption is the continuum itself: the threshold is only two to four atomic planes, depending on direction (rough spacings 0.3 nm along $\langle100\rangle$ and 0.17 nm along $\langle111\rangle$ of the cubic phase), so 0.625 nm is an estimate of scale. Unrelaxed in-plane strain alone moves it by 18%.

For data retention the temperature matters as well. At 358 K the linear formula would give $g=2.17$ eV/nm³ and $d_{\min}=0.23$ nm, but this temperature lies below the glass transition, where the undercooled-liquid formula overestimates $g$. As long as the glass has the higher entropy, $g$ cannot exceed the heat of crystallization, roughly 40 meV per atom or 1.2 eV/nm³ for the crystal that forms first, so $d_{\min}$ is at least about 0.4 nm. Under the same condition $g$ grows on cooling and stays above its 700 K value of at least about 0.68 eV/nm³, so without strain $d_{\min}$ is below 0.74 nm, well short of 1.5 nm. Within this model, a 1.5 nm amorphous film at that temperature is not protected by thermodynamics. For $g$ of 1.1 to 1.2 eV/nm³ its cylinder barrier is about 30 times the thermal energy, much as at 700 K, so if the film lasts the reason is kinetic and lies mainly in slow atomic motion, which the model does not describe. Using thinness as a thermodynamic safeguard requires $c_{\rm b}+c_{\rm t}>0$ and a thickness below $d_{\min}$ at the coldest temperature concerned. Even this protects only an extended, wholly amorphous film. A straight-walled amorphous disc of radius $\rho$ bordered by crystal has energy $\pi\rho^2(gd-C)+2\pi\rho ds$ relative to the all-crystal film, which below $d_{\min}$ peaks at $\rho=sd/(C-gd)$, or 12 nm for $d=0.6$ nm at 700 K. Letting the wall bend moves the peak to about 11 nm; a smaller disc shrinks without a barrier. Cell side walls that favour the crystal can likewise remove the protection.

Numbers in the example were calculated in double precision.
